# Optimal Finite-Difference Steps for Noisy Energies, with SCF and Integral Thresholds

## The situation

The bond of a diatomic molecule is stretched and compressed by a small length $h$, and the energy is computed each time. Differences of these energies give the slope and the curvature of the potential curve. A long step samples the curve too far from the point of interest. A short step subtracts nearly equal energies, and what remains is dominated by their numerical errors: an SCF iteration stopped early, integrals dropped or rounded. Which step is best, and how accurate must the energies be for a required accuracy in the derivative?

Let $E(R)$ be the fully converged energy at a fixed level of theory, smooth near $R_0$, and let the computed energy be

$$\tilde E(R)=E(R)+c+\delta(R),\qquad |\delta(R)|\le\varepsilon .$$

The constant $c$ cancels from every difference below, so $\varepsilon$ measures the variable part of the error. Nothing else is assumed about $\delta$: its values at different points may have any signs. The analysis therefore gives worst-case errors.

Write $E_n$ for the $n$th derivative of $E$ at $R_0$, and $M_n=|E_n|$. Atomic units are used: energies in hartree ($E_\mathrm h$), lengths in bohr.

## The gradient

The Taylor series is

$$E(R_0\pm h)=E_0\pm hE_1+\tfrac{h^2}{2}E_2\pm\tfrac{h^3}{6}E_3+\tfrac{h^4}{24}E_4\pm\tfrac{h^5}{120}E_5+\dots$$

Subtracting the two series removes the even terms and doubles the odd ones. Division by $2h$ gives

$$\frac{E(R_0+h)-E(R_0-h)}{2h}=E_1+\frac{h^2}{6}E_3+\frac{h^4}{120}E_5+\dots$$

The energy errors add $[\delta(R_0+h)-\delta(R_0-h)]/(2h)$. Its largest magnitude, reached for opposite signs, is $2\varepsilon/(2h)=\varepsilon/h$. Since either overall sign may occur, the worst case adds to the truncation error. With $E_3\neq0$ and $r=E_5/E_3$,

$$e_g(h)=\frac{M_3h^2}{6}\left(1+\frac{rh^2}{20}\right)+\frac{\varepsilon}{h}.$$

**Leading order.** Drop the term in $r$ and set the derivative to zero:

$$\frac{M_3h}{3}-\frac{\varepsilon}{h^2}=0\quad\Rightarrow\quad h_g=\left(\frac{3\varepsilon}{M_3}\right)^{1/3}.$$

The second derivative, $M_3/3+2\varepsilon/h^3$, is positive, so this is a minimum. From $M_3h_g^3=3\varepsilon$, the truncation error is $M_3h_g^2/6=\varepsilon/(2h_g)$, half the noise error. The sum is

$$e_g^{\min}=\frac{3\varepsilon}{2h_g}=\frac{M_3h_g^2}{2}=\frac32\left(\frac{M_3}{3}\right)^{1/3}\varepsilon^{2/3}.$$

**First correction.** With the $r$ term kept, the stationary condition is

$$\frac{M_3h}{3}\left(1+\frac{rh^2}{10}\right)=\frac{\varepsilon}{h^2}
\quad\Rightarrow\quad h^3\left(1+\frac{rh^2}{10}\right)=h_g^3 .$$

Take the cube root, using $(1+x)^{-1/3}\approx1-x/3$, and replace $h$ by $h_g$ in the small term:

$$h\approx h_g\left(1-\frac{rh_g^2}{30}\right).$$

For the least error the shift of the step does not matter at this order, because the leading error is stationary at $h_g$. It suffices to add the new term, $M_3rh_g^4/120$, at $h_g$. Relative to $M_3h_g^2/2$ it is $rh_g^2/60$, so

$$e_g^{\min}\approx\frac{M_3h_g^2}{2}\left(1+\frac{rh_g^2}{60}\right).$$

Since $h_g^2\propto\varepsilon^{2/3}$, both relative corrections vanish as $\varepsilon^{2/3}$. This is the sense in which the power $1/3$ is asymptotic.

## The curvature

Adding the two Taylor series removes the odd terms. Including the term in $h^6$,

$$\frac{E(R_0+h)-2E(R_0)+E(R_0-h)}{h^2}=E_2+\frac{h^2}{12}E_4+\frac{h^4}{360}E_6+\dots$$

The coefficients are $2/4!=1/12$ and $2/6!=1/360$. The errors enter with weights $1,-2,1$, so their worst sum is $4\varepsilon$. With $E_4\ne0$ and $q=E_6/E_4$,

$$e_k(h)=\frac{M_4h^2}{12}\left(1+\frac{qh^2}{30}\right)+\frac{4\varepsilon}{h^2}.$$

**Leading order.** Stationarity gives $M_4h/6=8\varepsilon/h^3$, hence

$$h_k=\left(\frac{48\varepsilon}{M_4}\right)^{1/4}.$$

Both terms are convex, so this is a minimum. Now $4\varepsilon/h_k^2=M_4h_k^2/12$: truncation and noise contribute equally. Their sum is

$$e_k^{\min}=\frac{M_4h_k^2}{6}=\frac{M_4}{6}\sqrt{\frac{48\varepsilon}{M_4}}=2\sqrt{\frac{\varepsilon M_4}{3}} .$$

**First correction.** The derivative of the truncation error becomes $(M_4h/6)(1+qh^2/15)$, so

$$h^4\left(1+\frac{qh^2}{15}\right)=h_k^4\quad\Rightarrow\quad h\approx h_k\left(1-\frac{qh_k^2}{60}\right).$$

The extra error at $h_k$, $M_4qh_k^4/360$, is $qh_k^2/60$ relative to $M_4h_k^2/6$. Both corrections are of relative order $\varepsilon^{1/2}$, so as $\varepsilon\to0$ they vanish more slowly than the corrections of order $\varepsilon^{2/3}$ for the gradient.

## A wrong step, and cases where the powers change

Let the step be $f$ times the leading optimum. Dividing each leading error by its minimum gives

$$\frac{e_g(fh_g)}{e_g(h_g)}=\frac{f^2+2/f}{3},\qquad
\frac{e_k(fh_k)}{e_k(h_k)}=\frac{f^2+f^{-2}}{2}.$$

For $f=\tfrac12$ and $f=2$ the gradient error is multiplied by $17/12$ and $5/3$; the curvature error is multiplied by $17/8$ in both cases. Since $h_g\propto M_3^{-1/3}$ and $h_k\propto M_4^{-1/4}$, a step wrong by a factor of 2 corresponds to an $M_3$ wrong by a factor of 8, or an $M_4$ wrong by a factor of 16. Rough values of $M_3$ and $M_4$ are therefore enough.

The powers need non-zero $E_3$ and $E_4$. If $E_3=0$ but $E_5\neq0$, the gradient error is $M_5h^4/120+\varepsilon/h$. Then $M_5h^3/30=\varepsilon/h^2$, and $h=(30\varepsilon/M_5)^{1/5}$. If $E_4=0$ but $E_6\neq0$, the curvature error is $M_6h^4/360+4\varepsilon/h^2$. Then $M_6h^3/90=8\varepsilon/h^3$, and $h=(720\varepsilon/M_6)^{1/6}$.

The powers also change if analytic gradients are available. Let their errors be at most $\eta$, in $E_\mathrm h$/bohr. The curvature is the first derivative of $E'$, so the gradient analysis applies with $M_3\to M_4$ and $\varepsilon\to\eta$. The best step is $(3\eta/M_4)^{1/3}$ and the error scales as $\eta^{2/3}$.

If $\delta(R)$ is itself smooth, its contribution tends to $\delta'(R_0)$ or $\delta''(R_0)$ as $h\to0$ instead of growing without limit. The bounds remain valid, but they are pessimistic once $h$ is short compared with the length over which $\delta$ varies.

## From a target error to an energy error

Let $\tau$ be the largest acceptable derivative error. For the gradient, set $\tau=\tfrac32(M_3/3)^{1/3}\varepsilon^{2/3}$ and raise to the power $3/2$:

$$\varepsilon_g=\left(\frac{2\tau}{3}\right)^{3/2}\left(\frac{3}{M_3}\right)^{1/2}
=\tau^{3/2}\sqrt{\frac{8}{27}\cdot\frac{3}{M_3}}=\tau^{3/2}\sqrt{\frac{8}{9M_3}} .$$

For the curvature, squaring $\tau=2\sqrt{\varepsilon M_4/3}$ gives

$$\varepsilon_k=\frac{3\tau^2}{4M_4}.$$

The steps follow directly from $\tau=M_3h_g^2/2$ and $\tau=M_4h_k^2/6$:

$$h_g=\sqrt{2\tau/M_3},\qquad h_k=\sqrt{6\tau/M_4}.$$

The first correction multiplies the allowed energy error by a factor. In the gradient case $\varepsilon^{2/3}$ must be divided by $1+rh_g^2/60$, so $\varepsilon$ is multiplied by $1-rh_g^2/40=1-r\tau/(20M_3)$. In the curvature case $\varepsilon^{1/2}$ must be divided by $1+qh_k^2/60$, so the factor is $1-qh_k^2/30=1-q\tau/(5M_4)$.

The budget $\varepsilon$ is now split equally between incomplete SCF convergence and two-electron integral errors. One-electron integrals are taken as accurate.

## The SCF threshold

Consider closed-shell Hartree–Fock (RHF) with real orbitals. Let $i,j$ label occupied and $a,b$ virtual orbitals, and let $F$ be the Fock matrix. The density matrix is $D=2\sum_i C_iC_i^T$, and a first-order density change alters the energy by $\mathrm{Tr}(F\,\delta D)$.

Rotate the orbitals by small parameters $\kappa_{ai}$. To second order, preserving orthonormality,

$$C_i\to C_i+\sum_a\kappa_{ai}C_a-\tfrac12\sum_{aj}\kappa_{ai}\kappa_{aj}C_j .$$

The first-order density change is $D^{(1)}=2\sum_{ai}\kappa_{ai}(C_aC_i^T+C_iC_a^T)$. Each of its two parts contributes $2\kappa_{ai}F_{ai}$, so the orbital gradient is

$$G_{ai}=\frac{\partial E}{\partial\kappa_{ai}}=4F_{ai}.$$

At second order there are two sources. The second-order density contributes $2\sum\kappa_{ai}\kappa_{bj}(F_{ab}\delta_{ij}-F_{ij}\delta_{ab})$. The two-electron energy of $D^{(1)}$ contributes $8\sum\kappa_{ai}\kappa_{bj}(ai|bj)$ from Coulomb repulsion and $-2\sum\kappa_{ai}\kappa_{bj}[(ab|ij)+(aj|ib)]$ from exchange. Equating the sum to $\tfrac12\kappa^TH\kappa$ gives the orbital Hessian

$$H_{ai,bj}=4\left[F_{ab}\delta_{ij}-F_{ij}\delta_{ab}+4(ai|bj)-(ab|ij)-(aj|ib)\right].$$

Near a minimum, $E(\kappa)\approx E(0)+G^T\kappa+\tfrac12\kappa^TH\kappa$. The lowest point is at $\kappa=-H^{-1}G$, where the energy is lower by $\tfrac12G^TH^{-1}G$. If $\lambda>0$ is the lowest eigenvalue of $H$, no eigenvalue of $H^{-1}$ exceeds $1/\lambda$. Hence, to leading order,

$$0\le E(0)-E_{\min}\approx\tfrac12G^TH^{-1}G\le\frac{|G|^2}{2\lambda}.$$

The first neglected terms are cubic in $\kappa$. Requiring the bound to be at most $\varepsilon/2$ gives

$$|G|\le\sqrt{\lambda\varepsilon}.$$

Here $|G|$ is the root of the sum of squares of $4F_{ai}$; for a code that reports $2F_{ai}$ the threshold must be halved. Because the energy error is quadratic in $G$, the threshold scales as $\tau^{3/4}$ for a gradient and as $\tau$ for a curvature.

The last energy change is a different quantity. Suppose the excess falls by a factor $\rho<1$ per iteration, from $x$ to $\rho x$. The change is $(1-\rho)x$, and the remaining error is $\rho/(1-\rho)$ times that change. For $\rho>\tfrac12$ the remaining error is the larger of the two.

## The integral threshold

Let each two-electron integral be wrong by $\delta(pq|rs)$, with magnitude at most $\theta$. Dropping integrals smaller than $\theta$ is a special case. At fixed orbitals the energy changes by

$$\delta E=\frac12\sum_{pqrs}D_{pq}D_{rs}\left[\delta(pq|rs)-\tfrac12\delta(pr|qs)\right].$$

The orbitals respond, but $G=0$ at the original minimum. The integral errors create a gradient $\delta G$ proportional to $\theta$, and relaxation lowers the energy by about $\tfrac12\delta G^TH^{-1}\delta G$, which is of order $\theta^2$. To first order the fixed-orbital expression is therefore the full change. Replacing every term by its largest magnitude,

$$|\delta E|\le\frac12\left(1+\frac12\right)\theta\Big(\sum_{pq}|D_{pq}|\Big)^2=S\theta,\qquad
S=\frac34\Big(\sum_{pq}|D_{pq}|\Big)^2 .$$

Half of the budget gives

$$\theta=\frac{\varepsilon}{2S}.$$

This threshold scales as $\tau^{3/2}$ for a gradient and as $\tau^2$ for a curvature. It tightens faster than the SCF threshold because integral errors enter the energy linearly.

## Hydrogen fluoride

Take the HF molecule at RHF/6-31G with the chosen bond length $R_0=1.74$ bohr. This level omits electron correlation and uses a small basis; the errors below are numerical errors at that level, not deviations from experiment. The parameters depend on the basis. In 6-31G** and cc-pVTZ, $E_2$ is 0.627 and 0.616, $E_3$ is $-2.51$ and $-2.39$, and $E_4$ is 9.18 and 8.41, which moves the steps by less than 3%. From 6-31G** to aug-cc-pVTZ, $\lambda$ lies between 1.75 and 1.83, while $S$ grows from 201 to 269, against 183 in 6-31G, which tightens $\theta$ by up to about a third. A polynomial through tightly converged energies gives

$$E_2=0.620,\qquad E_3=-2.329,\qquad E_4=8.557$$

in $E_\mathrm h$/bohr$^n$. These were tested against analytic nuclear gradients.

**Steps.** For $\varepsilon=10^{-6}\,E_\mathrm h$,

$$h_g=\left(\frac{3\times10^{-6}}{2.329}\right)^{1/3}=0.0109\ \text{bohr},\qquad
h_k=\left(\frac{48\times10^{-6}}{8.557}\right)^{1/4}=0.0487\ \text{bohr}.$$

The least errors are $1.38\times10^{-4}\,E_\mathrm h$/bohr and $3.38\times10^{-3}\,E_\mathrm h$/bohr$^2$, the latter about 0.5% of $E_2$. A direct search over $h$, with all noise signs enumerated, gave powers 0.3333 and 0.2500 for $\varepsilon$ between $10^{-10}$ and $10^{-6}\,E_\mathrm h$.

**Size of the correction.** Doubling the curvature step multiplied the error by 2.134, not $17/8=2.125$. Put $x=qh_k^2/30$. In units of $M_4h_k^2/12$, the corrected errors at $2h_k$ and $h_k$ are $4.25+16x$ and $2+x$. Their ratio is $2.125+6.94x$ to first order, so $x\approx0.0013$. For the halved step the ratio is $(4.25+x/16)/(2+x)\approx2.125-1.03x=2.124$, as found. Thus $q\approx30\times0.0013/0.0487^2\approx16$ bohr$^{-2}$. The predicted shift of the best step is $-x/2$, about $-0.07\%$. The search grid is too coarse to check so small a shift.

**Real noise.** Rounding every two-electron integral to within $10^{-6}\,E_\mathrm h$ and repeating the SCF gave energy errors with a half-range of $4.71\times10^{-6}\,E_\mathrm h$ over 30 sampled bond lengths. This is an estimate of $\varepsilon$, not a strict bound, because larger errors occur between the sampled points: 401 points over the same interval give a half-range of about $6.9\times10^{-6}\,E_\mathrm h$. The steps depend on it only through a cube root and a fourth root. With this value the formulas give $h_g=0.0182$ and $h_k=0.0717$ bohr. Root-mean-square errors over eight bond lengths were:

| Derivative | Short step | Predicted step | Long step |
|---|---:|---:|---:|
| Gradient ($E_\mathrm h$/bohr) | $5.98\times10^{-4}$ | $1.78\times10^{-4}$ | $3.27\times10^{-3}$ |
| Curvature ($E_\mathrm h$/bohr$^2$) | $1.23\times10^{-2}$ | $4.36\times10^{-3}$ | $3.41\times10^{-2}$ |

The short and long steps differ from the predicted one by a factor of 5 for the gradient and 3 for the curvature. Eight bond lengths fix these values only roughly. The predicted step minimises the worst-case error, not the root-mean-square error. For this noise the latter is least at somewhat shorter steps, near 0.015 and 0.055 bohr, where it is about 15% and 25% lower. At the long curvature step, leading truncation alone gives $8.557\times(3\times0.0717)^2/12=3.30\times10^{-2}$. The factor $1+qh^2/30\approx1.025$ raises this to $3.38\times10^{-2}$, close to the error found.

**SCF and integral errors.** The lowest Hessian eigenvalue is $\lambda=1.790\,E_\mathrm h$. Its rotation lowers the symmetry of the molecule, so the gradient of an iteration that keeps the symmetry has no component along it. Totally symmetric rotations have no eigenvalue below $2.56\,E_\mathrm h$, and using 1.790 is conservative. At an iterate with $|G|=1.08\times10^{-3}\,E_\mathrm h$, the excess energy was $1.48\times10^{-7}\,E_\mathrm h$. The quadratic law gave the same value to these digits, and the bound gave $3.26\times10^{-7}\,E_\mathrm h$. For the iterates with an excess between $10^{-10}$ and $10^{-5}\,E_\mathrm h$, the remaining error was at most 0.422 of the last energy change; that ratio belongs to this molecule and this iteration scheme.

With $\sum|D_{pq}|=15.62$, $S=0.75\times15.62^2=183$. Integral errors up to $10^{-6}\,E_\mathrm h$ changed the energy at $R_0$ by $6.23\times10^{-6}\,E_\mathrm h$, in agreement with the first-order law. The bound, $1.83\times10^{-4}\,E_\mathrm h$, is about 29 times larger: it lets all contributions add, whereas in the actual sum contributions of opposite sign largely cancel. This cancellation causes most of the difference. Smaller parts arise because the bound gives every integral error the full size $\theta$ and treats Coulomb and exchange separately, although the same integral errors enter both. The ratio depends on how the rounding falls: it is 38 for $\theta=10^{-7}$ and 15 for $\theta=10^{-8}\,E_\mathrm h$. About $4.8\times10^{-6}\,E_\mathrm h$ of the change at $\theta=10^{-6}\,E_\mathrm h$ comes from integrals on fluorine alone. Their errors do not depend on $R$ and act largely as the constant $c$, which the bound does not remove.

**Required thresholds.** For a gradient error of at most $10^{-5}\,E_\mathrm h$/bohr,

$$\varepsilon_g=10^{-7.5}\sqrt{\frac{8}{9\times2.329}}=1.95\times10^{-8}\,E_\mathrm h,$$

$$|G|\le\sqrt{1.790\times1.95\times10^{-8}}=1.87\times10^{-4}\,E_\mathrm h,\qquad
\theta=\frac{1.95\times10^{-8}}{2\times183}=5.3\times10^{-11}\,E_\mathrm h .$$

The step is $0.00293$ bohr, or 0.155 pm. For a curvature error of at most $10^{-4}\,E_\mathrm h$/bohr$^2$,

$$\varepsilon_k=\frac{3\times10^{-8}}{4\times8.557}=8.8\times10^{-10}\,E_\mathrm h,$$

with $|G|\le4.0\times10^{-5}\,E_\mathrm h$, $\theta=2.4\times10^{-12}\,E_\mathrm h$ and a step of $0.00837$ bohr, or 0.443 pm. The correction factor $1-q\tau/(5M_4)$ differs from one by only about $4\times10^{-5}$.

SCF calculations stopped at these thresholds, with integrals rounded to this accuracy, gave errors of $3.3\times10^{-6}\,E_\mathrm h$/bohr and $5.0\times10^{-5}\,E_\mathrm h$/bohr$^2$. Both meet their targets. They are close to the truncation shares, $\tau/3$ and $\tau/2$, so little of the noise allowance was used here. The thresholds are thus sufficient in these runs, but not shown to be necessary; looser integrals may serve when their errors partly cancel. The full values are in the numerical output below.

## Calculated quantities

```
HF molecule RHF/6-31G, R0 = 1.74 bohr, E = -99.983425 Eh
E' = -0.000100 Eh/bohr (analytic -0.000100)
E'' = 0.61975 Eh/bohr^2
E''' = -2.3290 Eh/bohr^3, E'''' = 8.557 Eh/bohr^4
Scan: eps/Eh | gradient h/bohr, error | curvature h/bohr, error
  1e-10 | 0.00051, 2.97e-07 | 0.00486, 3.38e-05
  1e-09 | 0.00109, 1.38e-06 | 0.00866, 1.07e-04
  1e-08 | 0.00234, 6.40e-06 | 0.01539, 3.38e-04
  1e-07 | 0.00505, 2.97e-05 | 0.02736, 1.07e-03
  1e-06 | 0.01088, 1.38e-04 | 0.04864, 3.38e-03
Fitted powers of eps: gradient 0.3333, curvature 0.2500
Formula steps at eps = 1e-6 Eh: gradient 0.01088, curvature 0.04867 bohr
Error growth, gradient: half step 1.417, double 1.667
Error growth, curvature: half step 2.124, double 2.134
Lowest orbital-Hessian eigenvalue = 1.7897 Eh
SCF iterates: |G|/Eh, excess/Eh, quadratic law/Eh, bound/Eh
  7.09e-03, 6.03e-06, 6.04e-06, 1.40e-05
  3.74e-03, 1.73e-06, 1.73e-06, 3.90e-06
  2.00e-03, 5.03e-07, 5.03e-07, 1.12e-06
  1.08e-03, 1.48e-07, 1.48e-07, 3.26e-07
Largest (remaining error)/(last energy change) = 0.422
Sum |D| = 15.622, S = 183.0
Rounded integrals: theta/Eh, SCF change/Eh, first order/Eh, bound/Eh
  1e-06, 6.231e-06, 6.231e-06, 1.83e-04
  1e-07, -4.763e-07, -4.763e-07, 1.83e-05
  1e-08, -1.222e-07, -1.222e-07, 1.83e-06
Noise half-range for theta = 1e-6 Eh: 4.71e-06 Eh
Gradient rms error, Eh/bohr, h = 0.0182 bohr times 1/5, 1, 5:
  5.98e-04, 1.78e-04, 3.27e-03
Curvature rms error, Eh/bohr^2, h = 0.0717 bohr times 1/3, 1, 3:
  1.23e-02, 4.36e-03, 3.41e-02
Target gradient error 1e-05 Eh/bohr:
  eps = 1.95e-08 Eh, h = 0.00293 bohr = 0.155 pm
  |G| threshold = 1.87e-04 Eh, theta = 5.34e-11 Eh
  error found with these thresholds = 3.32e-06 Eh/bohr
Target curvature error 1e-04 Eh/bohr^2:
  eps = 8.76e-10 Eh, h = 0.00837 bohr = 0.443 pm
  |G| threshold = 3.96e-05 Eh, theta = 2.39e-12 Eh
  error found with these thresholds = 5.04e-05 Eh/bohr^2
```
